# The van der Pauw Relation for a Hole-Free Sheet, by Conformal Mapping: a numerical check

```python
# Result under test: for a uniform hole-free sheet with point contacts A, B, C, D
# in counterclockwise order on its edge,
#     exp(-pi R1/Rs) + exp(-pi R2/Rs) = 1.
# Rs: sheet resistance. R1 = (V_D - V_C)/I, current I in at A and out at B.
# R2 = (V_A - V_D)/I, current I in at B and out at C.
# Lengths of the sample are in mm; field solutions are first found for Rs = 1.
import numpy as np
import sympy as sp
from numpy.polynomial import polynomial as poly
from scipy import constants, sparse
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.sparse.linalg import spsolve

pi = np.pi


def vdp_sum(r1, r2, rs=1.0):
    return np.exp(-pi * r1 / rs) + np.exp(-pi * r2 / rs)


def solve_sheet(r1, r2):
    low = 0.9 * pi * min(r1, r2) / np.log(2)
    high = 1.1 * pi * max(r1, r2) / np.log(2)
    return brentq(lambda rs: vdp_sum(r1, r2, rs) - 1, low, high, xtol=1e-13)


# ---- Irregular sample: edge curve z(s) = radius * (1 + .12 cos 2s + .08 sin 3s) e^{is}
radius = 5.0
modes = {1: 1.0, 3: 0.06, -1: 0.06, 4: -0.04j, -2: 0.04j}


def edge(s, order=0):
    return radius * sum(c * (1j * m) ** order * np.exp(1j * m * s)
                        for m, c in modes.items())


N = 400
h = 2 * pi / N
s = h * np.arange(N)
z, dz, ddz = edge(s), edge(s, 1), edge(s, 2)
A, B, C, D = contacts = [30, 100, 215, 290]

# Double-layer kernel: normal derivative of -(1/2 pi) ln|x - y| times |y'(s)|
gap = z[None, :] - z[:, None]
np.fill_diagonal(gap, 1.0)
kernel = -np.imag(dz[None, :] / gap) / (2 * pi)
np.fill_diagonal(kernel, -np.imag(ddz / (2 * dz)) / (2 * pi))

# Quadrature weights for the periodic singular factor ln(4 sin^2(s/2))
freq = np.abs(np.fft.fftfreq(N) * N)
eig = np.zeros(N)
eig[1:] = -2 * pi / freq[1:]
log_weights = np.fft.ifft(eig).real
neumann_matrix = 0.5 * np.eye(N) + h * kernel + h / (2 * pi)


def log_distance(p):
    """ln|z - z_p| at the nodes (nan at p) and its integral against the kernel."""
    dist = np.abs(z - z[p])
    dist[p] = 1.0
    sine = 4 * np.sin((s - s[p]) / 2) ** 2
    sine[p] = 1.0
    smooth = np.log(dist) - 0.5 * np.log(sine)
    smooth[p] = np.log(abs(dz[p]))
    integral = kernel @ (0.5 * np.roll(log_weights, p) + h * smooth)
    values = np.log(dist)
    values[p] = np.nan
    return values, integral


def edge_potential(p, q):
    """Edge potential for unit current in at node p, out at node q, Rs = 1."""
    vp, ip = log_distance(p)
    vq, iq = log_distance(q)
    return -(vp - vq) / pi + np.linalg.solve(neumann_matrix, (ip - iq) / pi)


pot_ab, pot_bc, pot_cd = edge_potential(A, B), edge_potential(B, C), edge_potential(C, D)
r1 = pot_ab[D] - pot_ab[C]
r2 = pot_bc[A] - pot_bc[D]
total = vdp_sum(r1, r2)
assert abs(total - 1) < 1e-9
assert abs((pot_cd[B] - pot_cd[A]) - r1) < 1e-9      # reciprocity

# ---- Conformal edge correspondence from a Dirichlet problem (harmonic measure)
center_kernel = -np.imag(dz / z) / (2 * pi)
measure = np.linalg.solve((h * kernel - 0.5 * np.eye(N)).T, center_kernel)
s_closed = np.append(s, 2 * pi)
rate = 2 * pi * np.append(measure, measure[0])
angle_of = CubicSpline(s_closed, rate, bc_type='periodic').antiderivative()
assert np.all(measure > 0) and abs(angle_of(2 * pi) - 2 * pi) < 1e-9

# The map must be analytic: no negative powers in z(w) on |w| = 1, and z(0) = 0
offset = s_closed - angle_of(s_closed)
offset[-1] = offset[0]
s_minus_angle = CubicSpline(angle_of(s_closed), offset, bc_type='periodic')
M = 512
circle = 2 * pi * np.arange(M) / M
coef = np.fft.fft(edge(circle + s_minus_angle(circle))) / M
negative_part = np.max(np.abs(coef[M // 2:])) / abs(coef[1])
assert negative_part < 1e-5 and abs(coef[0] / coef[1]) < 1e-5

# Half-plane coordinates of the contacts and the resistances they predict
angles = angle_of(s[contacts])
a, b, c, d = half_plane = -1 / np.tan(angles / 2)
assert a < b < c < d
e1 = (c - b) * (d - a) / ((c - a) * (d - b))
e2 = (b - a) * (d - c) / ((c - a) * (d - b))
assert abs(np.exp(-pi * r1) - e1) < 1e-6
assert abs(np.exp(-pi * r2) - e2) < 1e-6
sa, sb, sc, sd = sp.symbols('a b c d')
assert sp.expand((sc - sb) * (sd - sa) + (sb - sa) * (sd - sc)
                 - (sc - sa) * (sd - sb)) == 0


# ---- Rectangle with contacts at its corners: resistor network
def rectangle(nx, ny):
    def line(n):
        main = np.full(n + 1, 2.0)
        main[[0, -1]] = 1.0
        lap = sparse.diags([main, -np.ones(n), -np.ones(n)], [0, 1, -1])
        return lap, sparse.diags(main / 2)
    lap_x, w_x = line(nx)
    lap_y, w_y = line(ny)
    matrix = (sparse.kron(w_y, lap_x) + sparse.kron(lap_y, w_x)).tolil()
    matrix[0, 0] += 1.0                       # fixes the free constant
    size = (nx + 1) * (ny + 1)
    ca, cb, cc, cd = 0, nx, size - 1, size - 1 - nx
    rhs = np.zeros((size, 2))
    rhs[ca, 0], rhs[cb, 0] = 1, -1
    rhs[cb, 1], rhs[cc, 1] = 1, -1
    v = spsolve(matrix.tocsc(), rhs)
    return np.array([v[cd, 0] - v[cc, 0], v[ca, 1] - v[cd, 1]])


coarse, fine = rectangle(45, 30), rectangle(90, 60)
rect = (4 * fine - coarse) / 3                # removes the squared-spacing error
rect_sum = vdp_sum(*rect)
assert abs(rect_sum - 1) < 5e-5

# ---- Disk with a central insulating hole: the relation must fail
hole = 0.1
n = np.arange(1, 60)


def annulus_kernel(t):
    extra = np.sum(2 * hole ** (2 * n) / (n * (1 - hole ** (2 * n))) * np.cos(n * t))
    return (-np.log(2 * np.sin(t / 2)) + extra) / pi


r_hole = 2 * annulus_kernel(pi / 2) - 2 * annulus_kernel(pi)
hole_sum = vdp_sum(r_hole, r_hole)
assert hole_sum < 0.99

# ---- Example: indium tin oxide film, rough typical values
density, mobility, thickness = 1e21, 30.0, 150.0      # cm^-3, cm2/Vs, nm
current = 1e-3                                        # A
q = constants.e
resistivity = 1 / (q * density * mobility)            # ohm cm
sheet = resistivity / (thickness * 1e-7)              # ohm per square
R1, R2 = sheet * r1, sheet * r2
recovered = solve_sheet(R1, R2)
assert abs(recovered / sheet - 1) < 1e-8
mean_estimate = pi * (R1 + R2) / (2 * np.log(2))


# ---- Contacts of finite length: equipotential arcs, solved on the mapped disk
def finite_contacts(length):
    m = 10
    tau = (np.arange(m) + 0.5) * pi / m
    x = np.cos(tau)
    half = 0.5 * length / np.abs(dz[contacts])
    hi, lo = angle_of(s[contacts] + half), angle_of(s[contacts] - half)
    mid, width = (hi + lo) / 2, (hi - lo) / 2
    log_x = -np.log(2) - sum(2 / k * np.outer(np.cos(k * tau), np.cos(k * tau))
                             for k in range(1, m))
    matrix = np.zeros((4 * m + 4, 4 * m + 4))
    for i in range(4):
        rows = slice(i * m, (i + 1) * m)
        for j in range(4):
            cols = slice(j * m, (j + 1) * m)
            if i == j:
                diff = x[:, None] - x[None, :]
                logs = log_x + np.log(width[i] * np.sinc(width[i] * diff / (2 * pi)))
            else:
                diff = (mid[i] + width[i] * x)[:, None] - (mid[j] + width[j] * x)[None, :]
                logs = np.log(np.abs(2 * np.sin(diff / 2)))
            matrix[rows, cols] = -logs / m
        matrix[rows, 4 * m + i] = -1.0
        matrix[4 * m + i, rows] = pi / m
    rhs = np.zeros((4 * m + 4, 2))
    rhs[4 * m:, 0] = [1, -1, 0, 0]
    rhs[4 * m:, 1] = [0, 1, -1, 0]
    v = np.linalg.solve(matrix, rhs)[4 * m:]
    return v[3, 0] - v[2, 0], v[0, 1] - v[3, 1], v[0, 0] - v[1, 0]


contact_length = 0.5
f1, f2, two_terminal = finite_contacts(contact_length)
h1, h2, _ = finite_contacts(contact_length / 2)
contact_error = solve_sheet(f1, f2) - 1
half_contact_error = solve_sheet(h1, h2) - 1
contact_ratio = contact_error / half_contact_error
assert abs(contact_ratio - 4) < 0.3                   # error quadratic in length

# ---- Linear variation of sheet resistance, first order, integrated over the disk
node, weight = np.polynomial.legendre.leggauss(100)
rad = (node + 1) / 2
n_angle = 6000
phase = np.exp(2j * pi * (np.arange(n_angle) + 0.5) / n_angle)
w = rad[:, None] * phase[None, :]
cell = (weight / 2 * rad)[:, None] * (2 * pi / n_angle)
series = coef[:80]
place = poly.polyval(w, series)
jacobian = np.abs(poly.polyval(w, poly.polyder(series))) ** 2
area = np.sum(cell * jacobian)
edge_area = 0.5 * h * np.sum(np.imag(np.conj(z) * dz))
assert abs(area / edge_area - 1) < 1e-5
centroid = np.sum(cell * jacobian * place) / area
wa, wb, wc, wd = np.exp(1j * angles)


def disk_field(p_in, p_out):
    return -(1 / (w - p_in) - 1 / (w - p_out)) / pi


def weighted_place(first, second, expected):
    sens = cell * np.real(first * np.conj(second))
    norm = np.sum(sens)
    assert abs(norm / expected - 1) < 0.01            # uniform change scales R
    return np.sum(sens * place) / norm - centroid


p1 = weighted_place(disk_field(wa, wb), disk_field(wd, wc), r1)
p2 = weighted_place(disk_field(wb, wc), disk_field(wa, wd), r2)
variation = 0.05                                      # relative change over 10 mm
slope = variation / 10.0
shift_x = solve_sheet(r1 * (1 + slope * p1.real), r2 * (1 + slope * p2.real)) - 1
shift_y = solve_sheet(r1 * (1 + slope * p1.imag), r2 * (1 + slope * p2.imag)) - 1
wedge_error = np.hypot(shift_x, shift_y)              # worst direction

# ---- Thermoelectric offset, heating, mean free path (rough material data)
seebeck, delta_t = 20e-6, 1.0                         # V/K, K
offset_r = seebeck * delta_t / current
thermo_error = solve_sheet(R1 + offset_r, R2 + offset_r) / sheet - 1
power = current ** 2 * sheet * two_terminal           # W
glass_k, air_h, temp_coeff = 1.0, 10.0, 1e-3          # W/mK, W/m2K, 1/K
rise = power / (glass_k * contact_length * 1e-3) + power / (air_h * 2 * area * 1e-6)
k_fermi = (3 * pi ** 2 * density * 1e6) ** (1 / 3)
free_path = constants.hbar * k_fermi * mobility * 1e-4 / q * 1e9

print(f"carrier density (rough)         {density:.1e} cm^-3")
print(f"mobility (rough)                {mobility:.0f} cm2/Vs")
print(f"film thickness                  {thickness:.0f} nm")
print(f"resistivity                     {resistivity:.3e} ohm cm")
print(f"input sheet resistance          {sheet:.4f} ohm/sq")
print(f"mean radius parameter           {radius:.1f} mm")
print(f"sample area                     {area:.2f} mm2")
print("contact polar angles A,B,C,D    "
      + ", ".join(f"{np.degrees(t):.1f}" for t in s[contacts]) + " deg")
print("half-plane a,b,c,d              "
      + ", ".join(f"{x:.5f}" for x in half_plane))
print(f"R1/Rs, R2/Rs from field         {r1:.6f}, {r2:.6f}")
print(f"exp(-pi R1/Rs) field, map       {np.exp(-pi*r1):.7f}, {e1:.7f}")
print(f"exp(-pi R2/Rs) field, map       {np.exp(-pi*r2):.7f}, {e2:.7f}")
print(f"sum minus 1, irregular sheet    {total-1:.1e}")
print(f"negative powers in map, rel.    {negative_part:.1e}")
print(f"current                         {current*1e3:.1f} mA")
print(f"voltages V1, V2                 {current*R1*1e3:.4f}, {current*R2*1e3:.4f} mV")
print(f"R1, R2                          {R1:.4f}, {R2:.4f} ohm")
print(f"lower bound pi Rmin/ln2         {pi*min(R1,R2)/np.log(2):.4f} ohm/sq")
print(f"upper bound pi Rmax/ln2         {pi*max(R1,R2)/np.log(2):.4f} ohm/sq")
print(f"estimate from mean R            {mean_estimate:.4f} ohm/sq")
print(f"recovered sheet resistance      {recovered:.4f} ohm/sq")
print(f"recovered / mean-R estimate     {recovered/mean_estimate:.5f}")
print(f"rectangle 3:2, R1/Rs, R2/Rs     {rect[0]:.6f}, {rect[1]:.6f}")
print(f"rectangle sum, extrapolated     {rect_sum:.7f}")
print(f"hole radius / disk radius       {hole:.2f}")
print(f"disk with hole: R/Rs            {r_hole:.5f}")
print(f"disk with hole: sum             {hole_sum:.5f}")
print(f"disk with hole: apparent/true   {pi*r_hole/np.log(2):.5f}")
print(f"contact length                  {contact_length:.2f} mm")
print(f"finite-contact error in Rs      {100*contact_error:.4f} %")
print(f"same, half the length           {100*half_contact_error:.4f} %")
print(f"ratio of these errors           {contact_ratio:.3f}")
print(f"Rs variation over 10 mm         {100*variation:.1f} %")
print(f"error against area mean, worst  {100*wedge_error:.2f} %")
print(f"Seebeck coefficient (rough)     {seebeck*1e6:.0f} uV/K")
print(f"contact temperature difference  {delta_t:.1f} K")
print(f"thermoelectric error in Rs      {100*thermo_error:.2f} %")
print(f"two-terminal R, no contact R    {sheet*two_terminal:.2f} ohm")
print(f"Joule power                     {power*1e6:.2f} uW")
print(f"glass conductivity (rough)      {glass_k:.1f} W/mK")
print(f"air cooling coefficient (rough) {air_h:.0f} W/m2K")
print(f"temperature rise estimate       {rise:.3f} K")
print(f"temperature coefficient (rough) {temp_coeff:.0e} 1/K")
print(f"heating error in Rs             {100*rise*temp_coeff:.4f} %")
print(f"electron mean free path         {free_path:.2f} nm")
print("all good")
```

Running it gives:

```
carrier density (rough)         1.0e+21 cm^-3
mobility (rough)                30 cm2/Vs
film thickness                  150 nm
resistivity                     2.081e-04 ohm cm
input sheet resistance          13.8700 ohm/sq
mean radius parameter           5.0 mm
sample area                     79.36 mm2
contact polar angles A,B,C,D    27.0, 90.0, 193.5, 261.0 deg
half-plane a,b,c,d              -6.17552, -1.04952, 0.05066, 0.81552
R1/Rs, R2/Rs from field         0.131125, 0.345616
exp(-pi R1/Rs) field, map       0.6623634, 0.6623634
exp(-pi R2/Rs) field, map       0.3376366, 0.3376366
sum minus 1, irregular sheet    -5.1e-15
negative powers in map, rel.    3.7e-10
current                         1.0 mA
voltages V1, V2                 1.8187, 4.7937 mV
R1, R2                          1.8187, 4.7937 ohm
lower bound pi Rmin/ln2         8.2430 ohm/sq
upper bound pi Rmax/ln2         21.7268 ohm/sq
estimate from mean R            14.9849 ohm/sq
recovered sheet resistance      13.8700 ohm/sq
recovered / mean-R estimate     0.92560
rectangle 3:2, R1/Rs, R2/Rs     0.640027, 0.045756
rectangle sum, extrapolated     1.0000002
hole radius / disk radius       0.10
disk with hole: R/Rs            0.23337
disk with hole: sum             0.96078
disk with hole: apparent/true   1.05772
contact length                  0.50 mm
finite-contact error in Rs      -0.1598 %
same, half the length           -0.0399 %
ratio of these errors           4.001
Rs variation over 10 mm         5.0 %
error against area mean, worst  0.13 %
Seebeck coefficient (rough)     20 uV/K
contact temperature difference  1.0 K
thermoelectric error in Rs      0.71 %
two-terminal R, no contact R    33.19 ohm
Joule power                     33.19 uW
glass conductivity (rough)      1.0 W/mK
air cooling coefficient (rough) 10 W/m2K
temperature rise estimate       0.087 K
temperature coefficient (rough) 1e-03 1/K
heating error in Rs             0.0087 %
electron mean free path         6.11 nm
all good
```
